# Spin excitation thresholds and selection rules in exchange-coupled electron tunnelling

When a spin Hamiltonian is fitted to a measured conductance curve, one must decide which of the computed level differences ought to appear as steps. If every level is expected to give a step, a correct set of anisotropy parameters may be rejected because one step is missing. The decision rests on the squared spin matrix elements derived below, which fix both the allowed thresholds and the step heights.

## The model

A localized spin $S$, with dimensionless operators $S_a$, has the Hamiltonian

$$H_0=DS_z^2+E(S_x^2-S_y^2)+g\mu_B\mathbf B\cdot\mathbf S,$$

with eigenstates $|n\rangle$ and energies $E_n$. Write $\Delta_{fi}=E_f-E_i$. An electron crosses from tip state $k$ to substrate state $q$ through

$$A=\sum_{kq\alpha\beta}c^\dagger_{q\beta}X_{\beta\alpha}c_{k\alpha},\qquad X=t_0+t_1\,\boldsymbol\sigma\cdot\mathbf S,$$

and $A^\dagger$ takes it back. Here $\boldsymbol\sigma$ are the Pauli matrices of the electron, and $t_0,t_1$ are real and independent of $k,q$.

This form is more general than a weak exchange term. From $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c$ and $\mathbf S\times\mathbf S=i\mathbf S$,

$$(\boldsymbol\sigma\cdot\mathbf S)^2=S(S+1)+i\boldsymbol\sigma\cdot(\mathbf S\times\mathbf S)=S(S+1)-\boldsymbol\sigma\cdot\mathbf S .$$

Every higher power therefore reduces to a constant plus a multiple of $\boldsymbol\sigma\cdot\mathbf S$. A barrier amplitude that is any function of $\boldsymbol\sigma\cdot\mathbf S$ has the form $X$, provided the energies in $H_0$ are negligible against the barrier energies.

The leads are unpolarized, with constant densities of states $\rho_t,\rho_s$ per spin. The bias raises tip electrons by $eV$, and $I>0$ means electron flow from tip to substrate. With $F(x)=1/(e^{x/kT}+1)$, the occupations are $F(\epsilon-eV)$ in the tip and $F(\epsilon)$ in the substrate. The spin is in level $i$ with probability $P_i$.

## First derivation: transition rates

Let $\mathbf v=\langle f|\mathbf S|i\rangle$. The amplitude for $i\to f$ is a matrix in electron spin space, $X_{fi}=t_0\delta_{fi}+t_1\boldsymbol\sigma\cdot\mathbf v$. Summing its squared elements over both electron spins gives $\mathrm{Tr}\,X_{fi}^\dagger X_{fi}$. The cross terms contain $\mathrm{Tr}\,\sigma_a=0$, and $\mathrm{Tr}\,\sigma_a\sigma_b=2\delta_{ab}$, so

$$\sum_{\alpha\beta}|\langle f\beta|X|i\alpha\rangle|^2=2\left(t_0^2\delta_{fi}+t_1^2w_{fi}\right),\qquad w_{fi}=\sum_a|\langle f|S_a|i\rangle|^2 .$$

An electron that starts at energy $\epsilon$ ends at $\epsilon-\Delta_{fi}$. It needs a full initial state and an empty final one, so the golden rule gives

$$\Gamma^{\to}_{fi}=\frac{4\pi}{\hbar}\rho_t\rho_s\left(t_0^2\delta_{fi}+t_1^2w_{fi}\right)\int d\epsilon\,F(\epsilon-eV)\left[1-F(\epsilon-\Delta_{fi})\right].$$

For the integral, put $F_a=F(\epsilon-a)$. Since $(1-F_a)/F_a=e^{(\epsilon-a)/kT}$,

$$F_b(1-F_a)=F_a(1-F_b)\,e^{-(a-b)/kT}.$$

Subtracting this from $F_a(1-F_b)$ gives $F_a-F_b=F_a(1-F_b)[1-e^{-(a-b)/kT}]$. The integral of $F_a-F_b$ is $a-b$, hence

$$\int d\epsilon\,F_a(1-F_b)=\zeta(a-b),\qquad \zeta(x)=\frac{x}{1-e^{-x/kT}} .$$

Forward flow has $a=eV$, $b=\Delta_{fi}$ and gives $\zeta(eV-\Delta_{fi})$. For reverse flow the spin weight is the same because $X$ is Hermitian. The electron starts in the substrate, $a=0$, and ends in the tip at $\epsilon-\Delta_{fi}$, so $b=eV+\Delta_{fi}$ and the factor is $\zeta(-eV-\Delta_{fi})$. With $r=t_1/t_0$ and $G_0=4\pi e^2\rho_t\rho_st_0^2/\hbar$,

$$\boxed{I=\frac{G_0}{e}\sum_{if}P_i\left(\delta_{fi}+r^2w_{fi}\right)\left[\zeta(eV-\Delta_{fi})-\zeta(-eV-\Delta_{fi})\right]}$$

For $f=i$ the identity $\zeta(x)-\zeta(-x)=x$ makes the current ohmic, with $G_0$ the conductance due to $t_0$ alone.

## Second derivation: spin correlation function

The same current follows from operator response, without assigning a rate to each transition. Let $N$ count the substrate electrons. Since $[N,A]=A$ and $[N,A^\dagger]=-A^\dagger$,

$$\frac{dN}{dt}=\frac{i}{\hbar}[A+A^\dagger,N]=\frac{i}{\hbar}(A^\dagger-A).$$

The first-order response of this operator to the perturbation $A+A^\dagger$ is

$$\frac Ie=-\frac{i}{\hbar}\,\frac{i}{\hbar}\int_{-\infty}^{t}dt'\left\langle[A^\dagger(t)-A(t),\,A(t')+A^\dagger(t')]\right\rangle .$$

The averages of $AA$ and $A^\dagger A^\dagger$ vanish because the uncoupled leads have separately conserved electron numbers. Define $C(\tau)=\langle[A^\dagger(\tau),A(0)]\rangle$. In a stationary state the first surviving term is $C(t-t')$. The second is $-\langle[A(t),A^\dagger(t')]\rangle=C(t'-t)$. Together they cover all times:

$$\frac Ie=\frac1{\hbar^2}\int_{-\infty}^{\infty}d\tau\,C(\tau).$$

In $\langle A^\dagger(\tau)A(0)\rangle$ the lead operators contribute $e^{i(\epsilon_k-\epsilon_q)\tau/\hbar}F(\epsilon_k-eV)[1-F(\epsilon_q)]$. The electron spin trace leaves $2t_0^2+2t_1^2K(\tau)$, where

$$K(\tau)=\sum_a\langle S_a(\tau)S_a(0)\rangle=\sum_{if}P_iw_{fi}e^{-i\Delta_{fi}\tau/\hbar}.$$

Let $\Omega=\epsilon_k-\epsilon_q$. At fixed $\Omega$, the integral over $\epsilon_q$ has $a=eV-\Omega$, $b=0$, and equals $\zeta(eV-\Omega)$. The exchange part of the forward flow is then

$$\frac{2\rho_t\rho_st_1^2}{\hbar^2}\sum_{if}P_iw_{fi}\int d\Omega\,\zeta(eV-\Omega)\int d\tau\,e^{i(\Omega-\Delta_{fi})\tau/\hbar}.$$

The time integral is $2\pi\hbar\,\delta(\Omega-\Delta_{fi})$, which leaves $(4\pi/\hbar)\rho_t\rho_st_1^2\sum P_iw_{fi}\zeta(eV-\Delta_{fi})$, as before.

In $\langle A(0)A^\dagger(\tau)\rangle$ the full and empty lead states are exchanged, giving $\zeta(\Omega-eV)$. The spin average is now $\sum_a\langle S_a(0)S_a(\tau)\rangle$, whose phase is $e^{+i\Delta_{fi}\tau/\hbar}$. The time integral sets $\Omega=-\Delta_{fi}$ and yields $\zeta(-eV-\Delta_{fi})$. The $t_0^2$ terms follow with $\Delta=0$, and the boxed current is recovered.

## Thresholds and total step height

Differentiating the current gives

$$\frac{dI}{dV}=G_0\sum_{if}P_i(\delta_{fi}+r^2w_{fi})\left[\zeta'(eV-\Delta_{fi})+\zeta'(-eV-\Delta_{fi})\right].$$

As $T\to0$, $\zeta'(x)$ becomes a unit step. From a nondegenerate ground state, the conductance therefore rises by $G_0r^2w_{f0}$ at $|eV|=\Delta_{f0}$: below this energy the electron has no empty state to enter after paying for the excitation. At finite temperature, differentiating $\zeta(x)-\zeta(-x)=x$ gives $\zeta'(x)+\zeta'(-x)=1$, so $\zeta'(0)=\tfrac12$ and the threshold stays at the middle of the step, provided $\Delta_{fi}\gg kT$ so that the steps at the two bias polarities do not overlap.

For the width, set $h=x/2kT$. Then $\zeta=kT(h+h\coth h)$, and two derivatives give

$$kT\,\zeta''=\frac{h\coth h-1}{2\sinh^2h}.$$

This peak has height $1/6$ at $h=0$ and a full width at half height of $5.44\,kT$.

Completeness of the final states fixes the total exchange weight:

$$\sum_fw_{fi}=\langle i|\mathbf S^2|i\rangle=S(S+1).$$

Far above all thresholds the conductance tends to $G_0[1+r^2S(S+1)]$, whatever the anisotropy.

## Selection rules

**Axial spin.** With $E=0$ and $\mathbf B$ along $z$, the levels are states of definite $M$. Since $|v_x|^2+|v_y|^2=\tfrac12(|\langle f|S_+|i\rangle|^2+|\langle f|S_-|i\rangle|^2)$,

$$w_{MM}=M^2,\qquad w_{M\pm1,M}=\tfrac12[S(S+1)-M(M\pm1)],$$

and all other weights vanish. For $D<0$, $B=0$ and $S\ge1$, a spin in $M=\pm S$ has one inelastic threshold, $D(S-1)^2-DS^2=|D|(2S-1)$, with weight $S$. Reading such a bit below this bias does not excite it at $T\to0$ and at this order in the tunnelling.

**Biaxial spin, integer $S$, $B=0$.** For $E\neq0$ the eigenstates mix different $M$, so the rule $\Delta M=0,\pm1$ no longer decides which transitions occur. Half-turns $R_a=e^{-i\pi S_a}$ commute with $H_0$ and, for integer $S$, with each other, and they satisfy $R_a^2=1$. A nondegenerate level has a sign $\chi_a=\pm1$ for each axis. The half-turn about $a$ keeps $S_a$ and reverses the other two components. Inserting $R_a^\dagger R_a=1$ on both sides of $S_b$ gives

$$\langle f|S_b|i\rangle=\pm\chi_a(f)\chi_a(i)\langle f|S_b|i\rangle,$$

with the plus sign for $a=b$. A nonzero element needs a sign product of $+1$ about $b$ and $-1$ about the other two axes. Two components cannot both meet this condition, so each transition uses at most one. States with equal labels are not connected; taking $f=i$ shows that no level has a moment. For half-integer spin $R_a^2=-1$ and this labelling is not available.

**Closed forms for $S=2$.** Take $D<0$ and $0<E<|D|/3$. Use $|0\rangle$ and

$$|s\rangle,|a\rangle=\frac{|2\rangle\pm|{-2}\rangle}{\sqrt2},\qquad |p\rangle,|m\rangle=\frac{|1\rangle\pm|{-1}\rangle}{\sqrt2}.$$

Because $S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2)$, with $\langle1|S_+^2|{-1}\rangle=6$ and $\langle2|S_+^2|0\rangle=2\sqrt6$, the energies of $|a\rangle,|m\rangle,|p\rangle$ are $4D$, $D-3E$, $D+3E$. The states $|s\rangle,|0\rangle$ have diagonal energies $4D,0$ and coupling $2\sqrt3E$. Their eigenvalues are $2D\mp2R$, where $R=\sqrt{D^2+3E^2}$. The lower is the ground state,

$$|g\rangle=c|s\rangle-d|0\rangle,\qquad c^2-d^2=\frac{|D|}R,\qquad 2cd=\frac{\sqrt3E}R .$$

The spin operators act as

$$S_z|s\rangle=2|a\rangle,\quad S_x|s\rangle=|p\rangle,\quad S_x|0\rangle=\sqrt3|p\rangle,\quad S_y|s\rangle=i|m\rangle,\quad S_y|0\rangle=-i\sqrt3|m\rangle,$$

and $S_z|0\rangle=0$. Using $c^2+3d^2=2-|D|/R$,

$$w_a=4c^2=2\left(1+\frac{|D|}R\right),$$
$$w_m=(c+\sqrt3d)^2=2-\frac{|D|-3E}R,\qquad w_p=(c-\sqrt3d)^2=2-\frac{|D|+3E}R .$$

The top level $|e\rangle=d|s\rangle+c|0\rangle$ has the same labels as $|g\rangle$ and zero weight. The four weights add up to 6. As $E\to0$ they become $4,1,1,0$: the first merges with the elastic channel, and the next two form the axial step of weight 2 at $3|D|$.

A small field along $z$ mixes $|a\rangle$ into both $|g\rangle$ and $|e\rangle$ with amplitudes linear in $B$. The element of $S_z$ between them is then linear in $B$, and the missing step appears with a weight proportional to $B^2$. This holds only while $g\mu_BB$ is much smaller than the gap between $|g\rangle$ and $|a\rangle$.

## A spin 2 in numbers

Take $D=-1.6$ meV, $E=0.3$ meV, $g=2.1$, $T=0.5$ K, $G_0=5$ nS and $r=0.3$. Then $R=\sqrt{2.56+0.27}=1.682$ meV. The first threshold is $4D-(2D-2R)=-3.2+3.3645=0.1645$ meV, and its step is $5\times0.09\times3.902=1.756$ nS. From the ground state at zero field:

| Level | Threshold (mV) | Component | Weight | Step (nS) |
|---|---|---|---|---|
| 1 | 0.165 | $S_z$ | 3.902 | 1.756 |
| 2 | 4.065 | $S_y$ | 1.584 | 0.713 |
| 3 | 5.865 | $S_x$ | 0.514 | 0.231 |
| 4 | 6.729 | none | 0 | 0 |

A fit that demanded a step at 6.73 mV would wrongly reject these parameters. The high-bias conductance is $5(1+0.09\times6)=7.70$ nS.

The thermal width is 0.234 mV, larger than the first threshold. That step is smeared into a dip around zero bias, where the conductance is 5.29 nS instead of 5 nS; a smaller part of this excess comes from the thermal population of level 1. The second step is well resolved: the conductance is 6.76 nS at 2 mV, 7.11 nS at threshold and 7.46 nS at 5 mV.

In 5 T along $z$ the ground state acquires $\langle S_z\rangle=-1.98$. Level 1, now at 2.41 mV, is close to the reversed state, and its weight falls to 0.020. Level 4, at 7.86 mV, gains a weight of 0.032.

The golden-rule rates and the closing of channels below threshold can be checked by exact evolution of one electron and this spin. The bottom of an empty band stands in for the substrate Fermi level, so the Pauli blocking by filled states is not itself tested. The electron started 5 or 9 meV above the bottom of an empty band of 400 levels, 12 meV wide, with both couplings equal to $2.3\times10^{-4}$ meV. After a time $80\,\hbar/\text{meV}$, the probabilities of the open channels were 0.993 to 0.996 of the golden-rule values. At 5 meV the closed level 3 had 0.004 of its open-channel value. A finite time $t$ leaves a tail of about $\hbar/(\pi\delta t)\approx0.005$ at a distance $\delta=0.86$ meV below threshold, which accounts for this. At 9 meV the forbidden level 4 had $3\times10^{-9}$ of the probability of level 3.

## What each derivation assumes

Both derivations are of second order in the tunnelling amplitude, and both use flat bands and equilibrium leads. They differ in how the spin enters.

The rate derivation treats the spin as occupying one level at a time, with energy conserved in each event. This needs events that are rare on the time scale $\hbar/\Delta$. In return it supplies the rates of a master equation when the current itself changes the $P_i$.

The correlation derivation needs a stationary spin state and a factorization into lead and spin averages. Energy conservation then comes out of the time integral. The spin enters through $K(\tau)$ alone, and the sum rule is the statement $K(0)=S(S+1)$. If $K(\tau)$ decays while the factorization still holds, the delta function becomes a line of finite width and the threshold is broadened.

Both lose the simple squares when the tip is polarized. Let its electrons have polarization $P$ along $z$, with spin density matrix $(1+P\sigma_z)/2$. Since $(\boldsymbol\sigma\cdot\mathbf v)^\dagger(\boldsymbol\sigma\cdot\mathbf v)=|\mathbf v|^2+i\boldsymbol\sigma\cdot(\mathbf v^*\times\mathbf v)$, the inelastic weight becomes

$$w_{fi}\to|\mathbf v|^2\pm iP(\mathbf v^*\times\mathbf v)_z .$$

The upper sign is for electrons leaving the tip. For electrons entering it the two factors stand in the opposite order, which reverses the cross product. The elastic term gains $2t_0t_1P\langle S_z\rangle$, which is what lets a polarized tip read a moment. In the biaxial integer case at $B=0$ both corrections vanish, because $\mathbf v$ has one component and $\langle\mathbf S\rangle=0$. At 5 T and $P=0.3$ the level-2 step differs from its unpolarized height by $\pm0.3\times1.719/1.776=\pm29\,\%$, with opposite signs at the two bias polarities.

## Comparison with a real junction

The anisotropy, $g$ and temperature are rough typical values for an iron atom on copper nitride under a tunnelling tip; $G_0$ and $r$ are round choices that depend on the tip. Of the neglected effects estimated here, the largest is further exchange scattering by substrate electrons. For a rough assumed product $\rho j=0.02$ of exchange and density of states, the third-order logarithm of a free moment, $4\rho j\ln(\Delta_{20}/kT)$, would be 0.36 relative to the second-order step. The absence of a moment at zero field removes the logarithm at zero bias but not at the thresholds. An electron can tunnel while exciting level 2 and then scatter again in the substrate. The intermediate electron states are empty only above the Fermi level, so this amplitude is logarithmic at $|eV|=\Delta_{20}$ and is cut off by $kT$. The path $0\to2\to1$ interferes with the direct $0\to1$ amplitude and gives $2\rho j\sqrt{w_a/w_m}=0.063$ of the level-2 step per unit of $\ln(1/T)$, close to the free-moment $4\rho j=0.08$. The path $0\to2\to0$ interferes with $t_0$ and gives $2\rho j/r=0.13$ per unit, with a sign that reverses with the bias polarity. The free-moment figure is therefore not an upper bound, and near threshold the steps may be distorted by tens of percent. With the same $\rho j$, level 2 lives 13 ps, which adds a width of 0.05 meV. For a rigid barrier of 4 eV and 0.6 nm, the squared amplitude grows by about 1.5 % when the electron energy rises by 10 meV. The effect on the conductance is smaller, because the bias also tilts the barrier: with equal work functions the barrier is symmetric, the elastic conductance is even in $V$, and the linear change cancels.

With relaxation by substrate electrons at the same $\rho j$, a bias of 10 mV lowers the ground-state population from its thermal value of 0.979 to 0.957. This redistribution changes the current by only 0.01 %. The shift in population is small and goes almost entirely into level 1, which lies close to the ground state. In addition, above all thresholds the sum rule removes the populations from the leading term, and they enter only through $\sum_fw_{fi}\Delta_{fi}$. A nearly unchanged current at this bias therefore does not rule out transfer into level 1.

The thermal width equals the level-2 threshold at 8.7 K and is 141 mV at 300 K, so these steps cannot be resolved at room temperature. Nor is this single spin a stable bit at zero field, since its ground state has no moment. The remaining values are in the numerical output.

## Calculated quantities

```
S = 2, D = -1.6 meV, E = 0.3 meV, g = 2.1
T = 0.5 K, kT = 0.0431 meV, G0 = 5.0 nS, t1/t0 = 0.3
R = sqrt(D^2+3E^2) = 1.6823 meV
B = 0: level, energy meV, threshold mV, |Sx|^2 |Sy|^2 |Sz|^2, step nS
 0  -6.5645  0.0000  0.0000 0.0000 0.0000  0.0000
 1  -6.4000  0.1645  0.0000 0.0000 3.9022  1.7560
 2  -2.5000  4.0645  0.0000 1.5839 0.0000  0.7128
 3  -0.7000  5.8645  0.5139 0.0000 0.0000  0.2313
 4  0.1645  6.7290  0.0000 0.0000 0.0000  0.0000
sum of weights = 6.0000
high-bias conductance = 7.700 nS
bias mV, conductance nS (thermal populations)
 0.0000  5.2947
 0.1645  5.9211
 2.0000  6.7560
 4.0645  7.1137
 5.0000  7.4631
 5.8645  7.5853
 6.3000  7.6990
 10.0000  7.7000
current at 10.0 mV = 72.46 pA
thermal width = 5.439 kT = 0.234 mV at 0.5 K
exact evolution / golden rule, levels 0 to 3:
 eV = 5.0 meV: 0.9956 0.9957 0.9926 0.0043
 eV = 9.0 meV: 0.9949 0.9951 0.9956 0.9954
 level 4 / level 3 at eV = 9 meV: 2.8e-09
B = 5.0 T along z: level, threshold mV, weight, i(v* x v)_z
 1  2.4055  0.0195  0.0000
 2  5.0018  1.7758  1.7189
 3  7.1738  0.2625  0.2587
 4  7.8580  0.0315  -0.0000
ground <Sz>: 0.0000 at 0 T (magnitude), -1.9776 at 5.0 T
tip polarization 0.3: level-2 step changes by +/-29.0 %
Neglected effects
thermal population of level 1 = 0.0215
substrate coupling rho*j = 0.02
ground population at 10.0 mV: driven 0.9565, thermal 0.9785
current change from pumping = 0.01 %
lifetime: level 1 199 ps, level 2 12.7 ps
lifetime width of level 2 = 0.0520 meV
third-order log, relative size = 0.36
barrier 4.0 eV, 0.6 nm: change over 10.0 mV = 1.54 %
width equals level-2 threshold at T = 8.67 K
width equals level-1 threshold at T = 0.35 K
thermal width at 300 K = 141 mV
```
